# Electron–phonon nonequilibrium resistance at a metal–dielectric interface

Suppose that heat passes from a dielectric into a metal only through the metal's lattice, with boundary conductance $h_p$, and that the metal's electrons exchange no heat directly with the dielectric. A heat-flow calculation that uses this $h_p$ but gives the metal a single temperature then predicts too small a temperature drop. For the model metal used below it gives an interface conductance of $200$ MW/(m² K), whereas the correct value within the two-temperature model is $133$ MW/(m² K). The same omission spoils the reverse task: if a measured conductance of $133$ were identified with $h_p$, the phonon transmission at the boundary would be blamed for a resistance that arises inside the metal.

The missing part comes from a mismatch of carriers. Heat enters the metal through its lattice, but deep in the metal the electrons carry most of it. The transfer from lattice to electrons takes a finite depth, and over that depth the heat must travel through the poorly conducting lattice.

## Model and result

The metal fills $x>0$ and the dielectric $x<0$. The symbols are:

- $T_e,\,T_p$: electron and lattice temperatures in the metal;
- $k_e,\,k_p$: their thermal conductivities, with $k=k_e+k_p$;
- $G$: coupling constant, so that the electrons give the lattice the power $G(T_e-T_p)$ per unit volume;
- $q$: steady heat flux per unit area, positive towards $+x$;
- $h_p,\,h_e$: conductances per unit area from the dielectric to the metal's lattice and to its electrons;
- $T_d$: temperature of the dielectric at the interface.

SI units are used. The coefficients are constants, which requires temperature differences small enough not to change them. Both carriers obey Fourier's law. At first $h_e=0$ and the metal is thick.

Far from the interface the two temperatures agree and follow one straight line. Let $T_0$ be the value of that line extrapolated back to $x=0$. The interface resistance is defined as $R=(T_d-T_0)/q$. This is the temperature jump that a one-temperature model of the metal needs in order to reproduce the correct far field. The result is

$$R=\frac1{h_p}+R_{ep},\qquad R_{ep}=\left(\frac{k_e}{k_e+k_p}\right)^{3/2}\frac1{\sqrt{Gk_p}}. \tag{1}$$

When electrons dominate conduction, $k_e\gg k_p$, this becomes $R_{ep}\approx1/\sqrt{Gk_p}$.

## Derivation

**Energy balance.** In a steady state, the heat that each carrier gains by conduction equals the heat it gives to the other:

$$k_eT_e''=G(T_e-T_p),\qquad k_pT_p''=-G(T_e-T_p). \tag{2}$$

Adding the two equations gives $k_eT_e''+k_pT_p''=0$. One integration shows that the total flux is uniform:

$$-k_eT_e'-k_pT_p'=q. \tag{3}$$

**Separation.** Two combinations of the temperatures decouple the problem:

$$T^*=\frac{k_eT_e+k_pT_p}{k},\qquad \theta=T_e-T_p. \tag{4}$$

Equation (3) is then $T^{*\prime}=-q/k$, so $T^*$ is a straight line throughout the metal. For $\theta$, divide the equations (2) by $k_e$ and $k_p$ and subtract:

$$\theta''=G\left(\frac1{k_e}+\frac1{k_p}\right)\theta=\frac{\theta}{\ell^2},\qquad \ell=\sqrt{\frac{k_ek_p}{Gk}}. \tag{5}$$

To recover the two temperatures, put $T_p=T_e-\theta$ into the definition of $T^*$. This gives $T^*=T_e-(k_p/k)\theta$, and therefore

$$T_e=T^*+\frac{k_p}{k}\theta,\qquad T_p=T^*-\frac{k_e}{k}\theta. \tag{6}$$

**Thick metal.** The growing solution of (5) is excluded because the temperatures must agree at depth. Hence $\theta=\theta_0e^{-x/\ell}$. By (6) both temperatures approach $T^*$, so $T^*$ is the line to be extrapolated and $T_0=T^*(0)$.

**Boundary condition.** With $h_e=0$ no heat enters the electrons at the interface, so $T_e'(0)=0$. Differentiating (6) and using $\theta'(0)=-\theta_0/\ell$,

$$0=-\frac qk-\frac{k_p}{k}\frac{\theta_0}{\ell}
\quad\Longrightarrow\quad \theta_0=-\frac{q\ell}{k_p}. \tag{7}$$

The sign says that the lattice is hotter than the electrons when heat enters the metal. If heat leaves the metal, $q$ and $\theta_0$ both change sign and the resistance is unchanged.

**Resistance.** The lattice temperature at the interface lies above the extrapolated line by

$$T_p(0)-T^*(0)=-\frac{k_e}{k}\theta_0=\frac{k_e}{k}\frac{q\ell}{k_p}. \tag{8}$$

Division by $q$ and substitution of $\ell$ give

$$R_{ep}=\frac{k_e}{k}\frac{\ell}{k_p}
=\frac{k_e}{k}\sqrt{\frac{k_e}{Gk_pk}}
=\left(\frac{k_e}{k}\right)^{3/2}\frac1{\sqrt{Gk_p}}. \tag{9}$$

All the flux crosses the boundary through $h_p$, so $T_d-T_p(0)=q/h_p$. Adding this drop to (8) proves (1).

**Transferred power.** The power per unit area that the lattice passes to the electrons is

$$\int_0^\infty G(T_p-T_e)\,dx=-G\theta_0\ell=\frac{Gq\ell^2}{k_p}=q\frac{k_e}{k}. \tag{10}$$

This is the share of the flux that electrons carry at depth, as energy conservation requires.

## Physical reading and the ratio of conductivities

For $k_e\gg k_p$ the relaxation length is $\ell\approx\sqrt{k_p/G}$, and (9) reads $R_{ep}\approx\ell/k_p$. This is the resistance of a lattice layer of thickness $\ell$. A larger $G$ lowers it by shortening the layer. A larger $k_p$ lengthens the layer as $\sqrt{k_p}$ but makes it conduct better in proportion to $k_p$, so the net effect is again a decrease, as $1/\sqrt{k_p}$.

With $r=k_p/k_e$ the prefactor in (1) is

$$(1+r)^{-3/2}=1-\tfrac32r+\tfrac{15}{8}r^2-\dots \tag{11}$$

The simple limit therefore overestimates $R_{ep}$, by a relative amount $3k_p/(2k_e)$ at leading order.

In the opposite limit, $k_e\ll k_p$, the prefactor tends to $(k_e/k_p)^{3/2}$ and the extra resistance disappears. The heat then stays in the lattice, and little of it has to change carrier. The simple limit fails badly here: at $k_e/k_p=0.1$ the true value is $0.0274$ of $1/\sqrt{Gk_p}$, and at equal conductivities it is $2^{-3/2}\approx0.354$ of it. Since the full prefactor costs nothing to evaluate, an implementation should keep it.

## Films of finite thickness

Let the metal end at $x=L$, where a reservoir holds both carriers at one temperature, so $\theta(L)=0$. The solution of (5) with this property is $\theta=A\sinh[(L-x)/\ell]$. The condition $T_e'(0)=0$ still demands $\theta'(0)=q/k_p$, hence

$$-\frac A\ell\cosh\frac L\ell=\frac q{k_p},\qquad
\theta(0)=-\frac{q\ell}{k_p}\tanh\frac L\ell. \tag{12}$$

Compared with (7), the offset is multiplied by a hyperbolic tangent, and so is the resistance:

$$R_{ep}(L)=R_{ep}\tanh\frac L\ell. \tag{13}$$

A thin film has no thermalized region from which to extrapolate. The resistance in (13) is then the total resistance of the film minus the one-temperature value $L/k$. This agrees with the earlier definition, because $T^*$ is straight for any $L$ and equals the reservoir temperature at $x=L$.

For $L\ll\ell$ the tangent is replaced by its argument, and the first form in (9) gives

$$R_{ep}(L)\approx\frac{k_e}{k}\frac L{k_p}=L\left(\frac1{k_p}-\frac1k\right), \tag{14}$$

where $k_e=k-k_p$ was used. Adding back $L/k$ leaves $L/k_p$: the lattice alone carries the heat across the film, because the electrons have no room to take it up.

A metal film of thickness $L$ between two dielectrics, with $h_e=0$ at both faces, follows from the same formula. Now $\theta'=q/k_p$ at both ends, so $\theta$ is odd about the midplane and vanishes there. Each half is a film of thickness $L/2$ with $\theta=0$ at its inner end. Each interface therefore contributes $R_{ep}\tanh(L/2\ell)$.

## Direct exchange between electrons and dielectric

Suppose that electrons also exchange heat with the dielectric, through a conductance $h_e$. Define

$$a=\frac{k_e}k,\quad b=\frac{k_p}k,\quad g=\frac{k_ek_p}{k\ell}=\sqrt{\frac{Gk_ek_p}{k}},\quad D=T_d-T^*(0). \tag{15}$$

The metal is thick again, so $\theta'(0)=-\theta_0/\ell$. From (6), the fluxes entering the two carriers at $x=0$ are

$$-k_eT_e'(0)=aq+g\theta_0,\qquad -k_pT_p'(0)=bq-g\theta_0. \tag{16}$$

Their sum is $q$, since $a+b=1$. Each must equal its conductance times its own temperature drop:

$$h_e(D-b\theta_0)=aq+g\theta_0,\qquad h_p(D+a\theta_0)=bq-g\theta_0. \tag{17}$$

Solve each equation for $\theta_0$ and equate the results:

$$\frac{h_eD-aq}{bh_e+g}=\frac{bq-h_pD}{ah_p+g}. \tag{18}$$

After cross-multiplication, the terms in $D$ have the coefficient $h_e(ah_p+g)+h_p(bh_e+g)=h_eh_p+g(h_e+h_p)$. The terms in $q$ have the coefficient $a(ah_p+g)+b(bh_e+g)=g+a^2h_p+b^2h_e$. Thus

$$R=\frac Dq=\frac{g+a^2h_p+b^2h_e}{h_eh_p+g(h_e+h_p)}. \tag{19}$$

At $h_e=0$ this is $1/h_p+a^2/g$. Since $a^2/g=a\ell/k_p$, equation (9) is recovered.

A second form shows what nonequilibrium does. Subtract $1/(h_e+h_p)$, the resistance of the two channels when both carriers share one temperature. The numerator over the common denominator is

$$(a^2h_p+b^2h_e)(h_e+h_p)-h_eh_p=a^2h_p^2+b^2h_e^2+(a^2+b^2-1)h_eh_p.$$

Because $a+b=1$, the last bracket is $-2ab$, and the expression is a perfect square:

$$R=\frac1{h_e+h_p}+\frac{(ah_p-bh_e)^2}{(h_e+h_p)\,[h_eh_p+g(h_e+h_p)]}. \tag{20}$$

In this model, nonequilibrium never lowers the resistance. Its contribution vanishes when $h_e/h_p=k_e/k_p$, that is, when the interface already divides the heat in the proportion the bulk metal wants.

For $k_e\gg k_p$ at fixed $h_e$ and $h_p$, set $a\to1$, $b\to0$ and $g\to\sqrt{Gk_p}$ in (19). The inverse is

$$\frac1R\approx h_e+\left(\frac1{h_p}+\frac1{\sqrt{Gk_p}}\right)^{-1}. \tag{21}$$

The direct channel lies in parallel with the series path through the lattice. Neglecting it requires $h_e$ to be small compared with the conductance of that series path, which is a stricter condition than being small compared with $h_p$.

## Worked example

The parameters are round model values: $k_e=300$ W/(m K), $k_p=5$ W/(m K), $G=3\times10^{16}$ W/(m³ K), $h_p=2\times10^8$ W/(m² K) and $q=10^9$ W/m². The relaxation length is

$$\ell=\sqrt{\frac{300\times5}{3\times10^{16}\times305}}\ \text{m}=12.8\ \text{nm}.$$

The simple limit gives $1/\sqrt{1.5\times10^{17}}=2.58\times10^{-9}$ m² K/W, or a conductance of $387$ MW/(m² K). The factor $(300/305)^{3/2}$ reduces the resistance to

$$R_{ep}=2.52\times10^{-9}\ \text{m}^2\,\text{K/W}.$$

The simple limit is thus 2.5% above the full formula, as (11) predicts for $r=1/60$. With $1/h_p=5.00\times10^{-9}$ the total is

$$R=(5.00+2.52)\times10^{-9}=7.52\times10^{-9}\ \text{m}^2\,\text{K/W},$$

which corresponds to $133$ MW/(m² K). One third of the interface resistance arises inside the metal. The length of bulk metal with the same resistance as $R_{ep}$ is $kR_{ep}=768$ nm, sixty times the relaxation length.

At the interface the lattice is $2.52$ K above the extrapolated line, while the electrons are only $0.042$ K below it. The ratio of these offsets is $k_e/k_p=60$, by (6). At $x=10$ nm the lattice offset has fallen to $1.15$ K and at $50$ nm to $0.05$ K. The electrons receive the fraction $300/305=0.984$ of the flux from the lattice.

In a film with a thermalized far side, the excess is $0.078$ of the thick-metal value at $L=1$ nm, $0.37$ at $5$ nm, $0.77$ at $13$ nm and $0.996$ at $40$ nm. About three relaxation lengths are enough for the thick-metal formula.

Direct exchange with $h_e=1$ MW/(m² K) lowers the total resistance by 0.8%. With $10$ MW/(m² K) the reduction is 7%, and with $100$ MW/(m² K) it is 43%. In the last case $h_e$ is only half of $h_p$, but it is comparable with the series conductance of $133$, so it cannot be neglected.

## Using the result in a calculation

For a thick metal with $h_e=0$, give the metal the conductivity $k$ in a one-temperature heat-flow code and place the resistance (1) between it and the dielectric. The computed metal temperature is then $T^*$. If the separate temperatures are wanted near the interface, add the offsets from (6) with $\theta=-(q\ell/k_p)e^{-x/\ell}$. In a thin film, $R_{ep}$ must be replaced by the film value that suits its far side. With $h_e=0$ and a thermalized far side this is (13), which comes within 0.5% of the thick-metal value at three relaxation lengths. Between two dielectrics each interface contributes $R_{ep}\tanh(L/2\ell)$, and the same accuracy takes six relaxation lengths. For a thick metal with direct electron exchange, (19) replaces (1).

In a code that solves (2) directly, the interface must carry only the direct conductances: $h_p$ to the lattice and, if present, $h_e$ to the electrons. The resistance due to nonequilibrium then emerges from the solution, and inserting it as well would count it twice.

Such a code must resolve $\ell$, and the error of a common scheme can be found in closed form. Take nodes at spacing $\Delta$, with the first on the interface and owning half a cell. Away from the interface the discrete form of (5) is solved by $\theta_i=\theta_0e^{-\mu i}$ with

$$2\cosh\mu-2=s^2,\qquad s=\Delta/\ell. \tag{22}$$

The electron balance of the half cell is $k_e(T_{e,1}-T_{e,0})/\Delta=G\theta_0\Delta/2$. Insert (6), use $T^*_1-T^*_0=-q\Delta/k$ and $G=k_ek_p/(k\ell^2)$, and multiply by $k\Delta/(k_ek_p)$:

$$-\frac{q\Delta}{k_p}=\theta_0\left(1-e^{-\mu}+\frac{s^2}2\right)=\theta_0\sinh\mu. \tag{23}$$

The last step replaces $s^2/2$ by $\cosh\mu-1$. From (22), $\sinh\mu=\sqrt{(1+s^2/2)^2-1}=s\sqrt{1+s^2/4}$. Comparing (23) with (7) gives

$$R_{ep}^{\text{grid}}=\frac{R_{ep}}{\sqrt{1+(\Delta/2\ell)^2}}. \tag{24}$$

The grid underestimates the resistance by the relative amount $\Delta^2/(8\ell^2)$ at leading order. A spacing $\Delta=\ell$ already costs about 11%.

The numerical output comes from this scheme, applied to (2) without using the exponential solution. The $400$ nm film has $4000$ cells, so $\Delta=0.1$ nm. The tests cover the extrapolated resistance, the profiles, the transferred power, the dependence on $k_e/k_p$ and on thickness, the halving of $R_{ep}$ when $G$ is quadrupled, and formulas (19) and (21).

One printed value needs a comment. At $k_e/k_p=1000$ the correction coefficient, defined as $(1-R_{ep}\sqrt{Gk_p})\,k_e/k_p$, comes out as $1.506$, whereas (11) gives $1.5-0.002=1.498$. The grid error (24) is about $7.5\times10^{-6}$ relative to $R_{ep}$. Multiplied by $1000$ it adds $0.0075$, which accounts for the difference.

## Where the model stops

Fourier's law for the lattice requires $\ell$ to be well above the phonon mean free path $\Lambda$. The kinetic estimate $k_p=Cv\Lambda/3$, with a chosen lattice heat capacity $C=2.5\times10^6$ J/(m³ K) and sound speed $v=3000$ m/s, gives $\Lambda=2.0$ nm and $\ell/\Lambda=6.4$. For the lattice of the thick metal, diffusion is reasonable with these values, though not by a wide margin, and the margin depends on the speed chosen. The value $3000$ m/s is close to the longitudinal sound speed of gold; a Debye-averaged speed of about $1400$ m/s would give $\Lambda\approx4.3$ nm and $\ell/\Lambda\approx3$. Even with $\Lambda=2.0$ nm, of the films in the worked example the $1$ nm one is thinner than $\Lambda$ and the $5$ nm one is only 2.5 times as thick as $\Lambda$, so their values only illustrate the equations. For $k_e\gg k_p$ the same estimate gives

$$\frac\ell\Lambda\approx\sqrt{\frac{k_p}{G}}\,\frac{Cv}{3k_p}=\frac{Cv}{3\sqrt{Gk_p}}. \tag{25}$$

The formula therefore becomes doubtful when $\sqrt{Gk_p}$ approaches $Cv/3$. A single mean free path also hides the spread among phonon modes: modes with paths longer than $\ell$ are not described by a local $k_p$.

Fourier's law is assumed for the electrons too, and here the worked example is outside the safe range. With an electron heat capacity of $2.0\times10^4$ J/(m³ K) and a Fermi speed of $1.4\times10^6$ m/s, roughly those of gold at room temperature, the same kinetic estimate applied to $k_e$ gives an electron mean free path of about $32$ nm, or $2.5\,\ell$. The numbers of the example are therefore results of the two-temperature model, not predictions for a real metal. The limiting value $1/\sqrt{Gk_p}$ does not contain $k_e$, but this alone does not show that it survives when electron transport is not diffusive.

Finally, (1) is a steady-state result. When temperatures change too quickly for the profile near the interface to settle, equations (2) must be solved with their heat-capacity terms, and a constant $R_{ep}$ is no substitute.

## Calculated quantities

```
MODEL INPUTS
ke = 300 W/(m K); kp = 5 W/(m K)
G = 3.0e+16 W/(m^3 K); hp = 2.0e+08 W/(m^2 K)
q = 1.0e+09 W/m^2; film length = 400 nm
MAIN RESULTS
relaxation length = 12.804 nm
R_ep formula = 2.5188 x 1e-9 m^2 K/W
R_ep network = 2.5187 x 1e-9 m^2 K/W
1/sqrt(G kp) = 2.5820 x 1e-9 m^2 K/W
simple limit exceeds full formula by 2.51 %
sqrt(G kp) = 387.3 MW/(m^2 K)
1/hp = 5.0000 x 1e-9 m^2 K/W
total R network = 7.5187 x 1e-9 m^2 K/W
total conductance = 133.0 MW/(m^2 K)
bulk metal length equivalent to R_ep = 768.2 nm
power passed to electrons / q = 0.9836
NETWORK PROFILE: temperatures minus extrapolated bulk line
x = 0 nm: electrons -0.0420 K, lattice 2.5187 K
x = 10 nm: electrons -0.0192 K, lattice 1.1534 K
x = 20 nm: electrons -0.0088 K, lattice 0.5282 K
x = 50 nm: electrons -0.0008 K, lattice 0.0507 K
CONDUCTIVITY RATIO: R_ep sqrt(G kp), dimensionless
ke/kp = 0.1: network 0.0274, formula 0.0274
ke/kp = 1: network 0.3535, formula 0.3536
ke/kp = 10: network 0.8668, formula 0.8668
ke/kp = 100: network 0.9852, formula 0.9852
ke/kp = 1000: network 0.9985, formula 0.9985
leading correction coefficient from network = 1.506
R_ep ratio after G is multiplied by 4 = 0.5000
FILM THICKNESS: excess resistance / thick-metal R_ep
L = 1 nm: network 0.0779
L = 5 nm: network 0.3718
L = 13 nm: network 0.7680
L = 40 nm: network 0.9961
DIRECT ELECTRON CHANNEL: total interface resistance
he = 0 MW/(m^2 K): R = 7.5187 x 1e-9 m^2 K/W
he = 1 MW/(m^2 K): R = 7.4620 x 1e-9 m^2 K/W
he = 10 MW/(m^2 K): R = 6.9875 x 1e-9 m^2 K/W
he = 100 MW/(m^2 K): R = 4.2714 x 1e-9 m^2 K/W
PHONON DIFFUSION ESTIMATE
lattice heat capacity = 2.5e+06 J/(m^3 K)
sound speed = 3000 m/s
phonon mean free path = 2.00 nm
relaxation length / mean free path = 6.40
```
